Binomial Distribution of Dopant Neighbours around a Silicon Vacancy

**Q.** You say that dopants around a silicon vacancy follow a simple counting law. Before any law, what is being counted?

**A.** A vacancy in the diamond lattice has four nearest-neighbour sites. Each holds either a silicon atom or one substitutional dopant, so the number n of dopant neighbours runs from 0 to 4. I want the probability P_n of finding n dopants, given that the vacancy is there. How many vacancies the crystal contains is a separate question.

The four sites lie at the corners of a regular tetrahedron. With lattice parameter a, each is √3a/4 from the vacancy, and any two of them are a/√2 apart. For a = 5.431 Å these distances are 2.352 Å and 3.840 Å. The undistorted geometry therefore singles out no site and no pair.

**Q.** Geometry does not give energies. What do you assume about those?

**A.** Let E_b be the energy released when a dopant moves from a distant lattice site to a site beside the vacancy, exchanging places with a silicon atom. A positive E_b means attraction. I assume that E_b is the same for all four sites and does not depend on what the other three hold. Measured from n distant dopants and a vacancy with four silicon neighbours, the energy is then

E_n = −nE_b.

I also assume that dopants can exchange with the distant crystal until equilibrium is reached, and that a fraction x of the distant sites holds a dopant. This x refers to free dopants, and binding to vacancies does not change it. That is the meaning of a fixed reservoir. Dilute means x ≪ 1.

The algebra is in atomic units, with k_B written out and β = 1/(k_B T). Energies enter the probabilities only through ratios to k_B T, so eV can be used for the numbers.

**Q.** A reservoir is usually brought in through a chemical potential. That looks like putting the answer in by hand.

**A.** It can be avoided. Take a closed crystal with one vacancy and N atomic sites, of which M hold dopants. Choose which n of the four neighbour sites hold dopants: C(4,n) ways. Place the other M−n dopants on the other N−4 sites: C(N−4, M−n) ways. Every such arrangement has Boltzmann factor exp(nβE_b), so the total weight is

w_n = C(4,n) C(N−4, M−n) exp(nβE_b).

To see what the reservoir contributes, write R = N−4 and divide by its count for n = 0. Moving one dopant out of the reservoir changes the count by

C(R, M−1)/C(R, M) = M/(R−M+1),

because the factorials cancel except for these two factors. Repeating this n times gives

C(R, M−n)/C(R, M) = ∏_(j=0)^(n−1) (M−j)/(R−M+j+1).

Now let N and M grow with M/N = x fixed. Since j is at most 3, each factor tends to M/(N−M) = x/(1−x). Hence

w_n/w_0 → C(4,n) z^n, with z = [x/(1−x)] exp(βE_b).

The factor x/(1−x) is the cost in reservoir arrangements of taking one dopant away. The exponential is the energetic gain from binding it.

**Q.** How large must the reservoir be before that limit is any good?

**A.** When x is small, each factor in the product differs from its limit by a relative amount of order 1/M or less, so the error should fall as 1/M. I compared the closed-crystal probabilities with the limiting law for the example used below. The largest absolute error in any P_n was 4.2×10⁻³ with 100 dopants, 4.2×10⁻⁴ with 1000 and 4.2×10⁻⁵ with 10000.

**Q.** Then where is the four-site partition function?

**A.** It is the sum of these relative weights. Let s_i = 1 if neighbour site i holds a dopant and s_i = 0 if it holds silicon. Each dopant contributes a factor z and each silicon atom a factor 1. The sum over all 16 occupancies is

Z = Σ_(s₁,s₂,s₃,s₄) z^(s₁+s₂+s₃+s₄).

The exponent is a sum of terms that each belong to one site, so the summand is a product and the sum factorizes:

Z = ∏_(i=1)^4 (Σ_(s_i=0,1) z^(s_i)) = (1+z)^4.

Grouping the same 16 terms by n gives the equivalent form

Z = Σ_(n=0)^4 C(4,n) z^n.

In the language of chemical potential, let μ be the potential for replacing silicon by a dopant, measured from the energy of an isolated dopant. A distant site then has dopant-to-silicon odds exp(βμ) = x/(1−x). A neighbour site has odds exp[β(μ+E_b)] = z, in agreement with the counting.

**Q.** Finish it. How does a power of 1+z become a binomial probability?

**A.** Divide the weight for n dopants by the sum of all weights:

P_n = C(4,n) z^n/(1+z)^4.

Split the denominator as (1+z)^n (1+z)^(4−n) and define

p = z/(1+z), so that 1−p = 1/(1+z).

Then

P_n = C(4,n) [z/(1+z)]^n [1/(1+z)]^(4−n)
    = C(4,n) p^n (1−p)^(4−n).

This is the binomial distribution for four independent sites, each occupied with probability p. The probabilities add to [p+(1−p)]^4 = 1.

**Q.** Where did diluteness enter? I saw x/(1−x), not x.

**A.** It was not needed for the binomial form. If the dopants in the lattice do not interact with one another, the result holds for any x between 0 and 1. Diluteness does two jobs. It makes it reasonable to neglect short-range interactions between reservoir dopants (the screened Coulomb force between ionized donors fades more slowly with dilution), and it allows the simpler expression

z ≈ x exp(βE_b).

This replaces z by z(1−x). Because dp/dz = 1/(1+z)², the change in p is to first order

Δp = −xz/(1+z)² = −xp(1−p).

Diluteness does not mean that p is small. A small x can be offset by a large Boltzmann factor.

**Q.** Show me that with numbers.

**A.** Take a free dopant density of 1.0×10¹⁹ cm⁻³, a temperature of 1320 K and E_b = 1.0 eV. These are round inputs in the regime of arsenic-doped silicon during a hot anneal; the binding energy is a rough value, not a calculated one. The cubic cell contains eight sites, so 8/a³ = 4.994×10²² cm⁻³ and

x = 1.0×10¹⁹/4.994×10²² = 2.002×10⁻⁴.

At 1320 K, k_B T = 0.11375 eV, and exp(E_b/k_B T) = 6577. Therefore

z = 2.002×10⁻⁴ × 6577 ≈ 1.317,
p = 1.317/2.317 ≈ 0.568.

Only about one distant site in 5000 holds a dopant, yet each site beside the vacancy holds one with probability 0.57. The distribution is

P_0 = (1−p)^4 = 0.035,
P_1 = 4p(1−p)³ = 0.183,
P_2 = 6p²(1−p)² = 0.361,
P_3 = 4p³(1−p) = 0.317,
P_4 = p^4 = 0.104.

Using x in place of x/(1−x) changes p by −4.9×10⁻⁵, in agreement with −xp(1−p).

**Q.** If binding lowers the energy, why is n = 4 not the most likely case?

**A.** Because each binding event also removes a dopant from a reservoir in which it had many possible sites. That cost is already inside z. The remaining competition is in the number of ways to fill the four sites. From the binomial coefficients,

P_(n+1)/P_n = [(4−n)/(n+1)] z.

Here P_2/P_1 = (3/2)z = 1.98, so the probability still rises from one dopant to two. But P_3/P_2 = (2/3)z = 0.88, so it falls from two to three. The maximum is at n = 2.

**Q.** Can you get the average and the spread without summing the table?

**A.** Yes. In Z each dopant carries a factor exp(βμ), so differentiating ln Z with respect to βμ, at fixed temperature and E_b, brings down n. Since ∂z/∂(βμ) = z,

⟨n⟩ = ∂ln Z/∂(βμ) = 4z/(1+z) = 4p.

A second derivative gives the variance:

Var n = ∂⟨n⟩/∂(βμ) = z·4/(1+z)² = 4p(1−p).

For the example these are 2.27 and 0.98. The standard deviation is therefore about one dopant, and one average complex does not describe the whole population.

The corresponding grand potential, relative to a vacancy with four silicon neighbours, is

Ω = −k_B T ln Z = −4k_B T ln(1+z) = −0.38 eV.

This is much smaller in size than the mean binding energy ⟨n⟩E_b = 2.27 eV, because Ω also includes the cost of drawing dopants from the reservoir, −μ⟨n⟩ = +2.20 eV. The entropy S of filling the four sites works the other way: it contributes −TS = −0.31 eV and makes Ω more negative.

**Q.** What happens at the two ends, weak and strong decoration?

**A.** For z ≪ 1, the denominator (1+z)^4 tends to 1, and

P_n ≈ C(4,n) z^n, ⟨n⟩ ≈ 4z.

Most vacancies are then bare, and most decorated ones carry one dopant. For z ≫ 1,

P_4 = (1+1/z)^(−4) ≈ 1−4/z,

so nearly every vacancy has four dopants. If E_b = 0, then z = x/(1−x) and p = x: the neighbours are occupied like any other sites.

The example sits between the two ends. At the same temperature and binding energy, a free density of 10¹⁸ cm⁻³ gives ⟨n⟩ = 0.47, while 10²⁰ cm⁻³ gives ⟨n⟩ = 3.72 and P_4 = 0.75.

**Q.** And temperature? Does heating always strip the vacancy?

**A.** With x fixed and E_b positive and independent of temperature, yes: βE_b falls on heating, hence so do z and p. Half filling means p = 1/2, or z = 1. Taking the logarithm of that condition gives

k_B T_half = E_b/ln[(1−x)/x],

which is a positive temperature for x < 1/2. In the example T_half = 1363 K. At fixed free density, the mean is 3.54 at 1100 K, 3.04 at 1200 K and 1.77 at 1400 K.

A higher x makes the logarithm smaller and raises T_half. Physically, a richer reservoir makes it less costly to give up a dopant, so the vacancy stays decorated to a higher temperature.

**Q.** You keep the vacancy fixed. Does decoration not create more vacancies as well?

**A.** In equilibrium it does. Forming a vacancy at a fixed number of atoms moves one atom to a new site at the surface. Without binding, in a large crystal, the probability that n of the four neighbours are dopants is C(4,n)x^n(1−x)^(4−n). Binding multiplies each term by exp(nβE_b). The vacancy concentration is therefore multiplied by

Σ_(n=0)^4 C(4,n)[x exp(βE_b)]^n(1−x)^(4−n)
= [1−x+x exp(βE_b)]^4.

Taking 1−x out of the bracket turns this into (1−x)^4 Z. For the example the factor is 28.8. It changes how many vacancies there are, while P_n describes how a given vacancy is decorated.

**Q.** Then those extra vacancies eat your reservoir, and x is not fixed.

**A.** The condition for a fixed reservoir is that bound dopants be few compared with free ones:

4pC_V ≪ C_free,

where C_V is the total vacancy concentration. With a rough formation energy of 3.6 eV, and with formation entropy left out, the equilibrium concentration is 2.6×10¹⁰ cm⁻³. The ratio of bound to free dopants is then 5.9×10⁻⁹. The estimate of C_V would have to be too low by a factor above ten million before that ratio reached 10%. That margin belongs to these inputs: C_V grows as (1+z)^4, so the ratio reaches 10% at E_b = 1.52 eV for this density, and at E_b = 1.32 eV for a free density of 10²⁰ cm⁻³.

Implantation can leave far more vacancies than equilibrium allows. Suppose 1.0×10¹⁸ cm⁻³ are imposed and the total dopant density is held at 1.0×10¹⁹ cm⁻³. If no two vacancies share a neighbour, conservation reads

C_total = C_free + 4p(C_free)C_V.

Its solution is C_free = 7.95×10¹⁸ cm⁻³ and p = 0.512. The arithmetic closes:

7.95×10¹⁸ + 4×0.512×1.0×10¹⁸ ≈ 1.00×10¹⁹ cm⁻³.

About 20% of the dopants are bound, and ⟨n⟩ drops from 2.27 to 2.05. As a test, I summed over every possible number of bound dopants in a closed box with 200 vacancies and 2000 dopants at these densities. That gave p = 0.5117, against 0.5116 from the conservation equation.

The binomial form survives here, but its p must be calculated with the depleted x.

**Q.** My larger doubt is independence. Two dopants 3.84 Å apart surely notice each other.

**A.** They may, and then the law changes form. Let every pair of bound dopants add an energy w, positive for repulsion. There are n(n−1)/2 pairs, so

P_n ∝ C(4,n) z^n exp[−βw n(n−1)/2].

To detect this, remove the counting factor and define L_n = ln[P_n/C(4,n)]. For the binomial law L_n is a straight line in n. With pair energies, the second difference of n(n−1)/2 is 1, and hence

L_(n+1) − 2L_n + L_(n−1) = −βw.

The normalization cancels in this combination. Curvature in L_n is thus a sign that the independent, equal-site model is inadequate. It does not identify the cause: the unequal, non-interacting sites treated below give a curvature that looks like a repulsion of about 0.03 eV.

The effect is large. With w = +0.10 eV, ⟨n⟩ falls from 2.27 to 1.42 and P_4 from 0.104 to 0.0014. With w = −0.10 eV, they rise to 3.74 and 0.79. The fully decorated vacancy is so sensitive because it contains six pairs: 0.10 eV per pair changes its energy by 0.60 eV, more than five times k_B T.

**Q.** Is 0.10 eV a realistic size?

**A.** I chose it to show the sensitivity, not as a calculated interaction. For a harsher case, give the two dopants unit positive charges and use the macroscopic dielectric constant ε = 11.7, with no screening by carriers. In atomic units,

w = 1/(εd), d = a/√2,

which gives 0.32 eV and ⟨n⟩ = 0.95. This is neither a value for arsenic nor a strict bound. A macroscopic dielectric constant is doubtful at such a short distance, and a dopant beside a vacancy need not keep its charge. A real prediction needs the energy of each complex.

**Q.** Suppose the dopants ignore each other, but the four sites are not equivalent.

**A.** Then the partition function still factorizes, but with different odds z_i:

Z = ∏_(i=1)^4 (1+z_i), p_i = z_i/(1+z_i).

The mean is Σp_i = 4p̄. Variances of independent sites add, so

Var n = Σp_i(1−p_i) = 4p̄ − Σp_i².

Writing p_i = p̄+(p_i−p̄), and using the fact that the deviations sum to zero, gives Σp_i² = 4p̄²+Σ(p_i−p̄)². Therefore

Var n = 4p̄(1−p̄) − Σ(p_i−p̄)².

Unequal sites give a narrower distribution than a binomial of the same mean. For binding energies of 0.85, 0.95, 1.05 and 1.15 eV, whose average is still 1.00 eV, the mean is 2.22 and the variance 0.80. A binomial with that mean would have variance 0.99.

**Q.** Even if the model is right, how well must E_b be known?

**A.** Better than 0.1 eV, if the mean is to be useful near half filling. With x and T held fixed, E_b = 0.9 eV gives ⟨n⟩ = 1.41 and E_b = 1.1 eV gives 3.04. The latter equals the mean found for 1.0 eV at 1200 K. This follows from the formula: at equal x, p depends only on E_b/T, and 1.1/1320 = 1.0/1200.

If binding changes the vibrations, E_b must be replaced by a binding free energy. The binomial form remains if that free energy is still equal and additive for the four sites.

**Q.** Dopants also supply electrons. Can the Fermi level be ignored?

**A.** Not safely. Suppose each bound donor takes one electron from the crystal, and let 1.0 eV be its binding energy at the intrinsic Fermi level. Raising the Fermi level by δ then raises the effective E_b by δ. For fully ionized donors of density N_D, write the electron and hole densities as n_i e^u and n_i e^(−u), with u = βδ. Charge neutrality gives

n_i(e^u − e^(−u)) = 2n_i sinh u = N_D,
δ = k_B T asinh[N_D/(2n_i)].

With a rough n_i = 1.0×10¹⁹ cm⁻³ at 1320 K, δ = 0.055 eV and ⟨n⟩ becomes 2.72 instead of 2.27. Carrier degeneracy, estimated with a density-of-states mass of 1.1 electron masses, adds about 0.002 eV to the Fermi level at fixed electron density, which is small beside k_B T. The shift rests on the assumed electron transfer: a vacancy that is already negatively charged may bind an ionized donor without taking another electron, and then E_b does not shift with the Fermi level. If the number of electrons taken is not the same for each added dopant, one common shift is not enough and the binomial form can fail.

**Q.** So what may I say about a real arsenic-doped device?

**A.** The temperature is typical of a hot anneal, and 1 eV is a rough scale for donor–vacancy binding. The density of 10¹⁹ cm⁻³ is low for source and drain regions, where 10²⁰ cm⁻³ or more is usual. At a free density of 10²⁰ cm⁻³ and the same temperature, the additive model favours four dopants per vacancy. With E_b kept at 1.0 eV, a repulsion of 0.10 eV per pair makes three the most likely number. If each bound donor also takes one electron, the Fermi-level shift there is 0.26 eV, and four is the most likely number again despite that repulsion. Neglecting interactions between reservoir dopants is also less safe there: a rough Debye–Hückel estimate for ionized donors lowers μ, relative to the dilute limit, by about 0.01 eV at 10¹⁹ cm⁻³ and about 0.07 eV at 10²⁰ cm⁻³. The example at 10¹⁹ cm⁻³ is just as sensitive: a pair energy of ±0.10 eV moves its mean to 1.42 or 3.74. A short anneal may also end before equilibrium, and a cooled device may keep a frozen distribution rather than the equilibrium one at its working temperature.

For activation, the number of vacancies matters as much as their decoration. If bound dopants are electrically inactive, the equilibrium vacancies of this example remove a negligible fraction of the doping, whereas the imposed excess of 10¹⁸ cm⁻³ removes about 20%, or about 24% if each bound donor also takes one electron, as in the Fermi-level estimate above. The small equilibrium loss does not carry over to heavier doping: at 10²⁰ cm⁻³, with that electron transfer and no formation entropy, the ratio of bound to free dopants is about 1% for E_b = 1.0 eV and 10% for 1.06 eV. These are results of the model under the stated inputs, not measurements. The numerical output below gives most of the values to more digits.

Numbers as computed

```
Temperature: 1320 K; kT: 0.11375 eV
Rough binding energy input: 1.00 eV
Free dopant density: 1.00e+19 cm^-3
Silicon lattice parameter: 5.4310 angstrom
Silicon site density: 4.9940e+22 cm^-3
Vacancy-neighbour distance: 2.3517 angstrom
Neighbour-neighbour distance: 3.8403 angstrom
Free dopant site fraction x: 2.00242e-04 (no unit)
Boltzmann factor exp(E_b/kT): 6576.79 (no unit)
Site odds z: 1.31721; occupation p: 0.56845 (no unit)
Partition function Z: 28.8311 (no unit)
P_0: 0.03468 (no unit)
P_1: 0.18275 (no unit)
P_2: 0.36108 (no unit)
P_3: 0.31708 (no unit)
P_4: 0.10441 (no unit)
Mean n: 2.2738; variance: 0.9813 (no unit)
Grand potential: -0.38236 eV
Half-filling temperature: 1362.7 K
Vacancy enhancement factor: 28.808 (no unit)
Reservoir 100 dopants, max P error: 4.23e-03
Reservoir 1000 dopants, max P error: 4.24e-04
Reservoir 10000 dopants, max P error: 4.24e-05
At 1e+18 cm^-3: mean n 0.4655, P_4 0.00018
At 1e+19 cm^-3: mean n 2.2738, P_4 0.10441
At 1e+20 cm^-3: mean n 3.7182, P_4 0.74663
At 1100 K: mean n 3.5372, P_4 0.61150
At 1200 K: mean n 3.0414, P_4 0.33425
At 1400 K: mean n 1.7741, P_4 0.03870
Dilute approximation, shift of p: -4.91e-05 (no unit)
Binding change -0.1 eV: mean n 1.4141, P_4 0.01562
Binding change +0.1 eV: mean n 3.0414, P_4 0.33425
Pair energy +0.100 eV: mean n 1.4153, P_4 0.00137
Pair energy -0.100 eV: mean n 3.7354, P_4 0.78705
Pair energy +0.320 eV: mean n 0.9457, P_4 0.00000
Unequal bindings (eV): 0.85, 0.95, 1.05, 1.15
Unequal sites: mean 2.2223, variance 0.8019
Same-mean binomial variance: 0.9876
Rough intrinsic density input: 1.0e+19 cm^-3
Fermi shift from intrinsic: 0.0547 eV
With that binding shift: mean n 2.7226
Rough density-of-states mass: 1.1 electron masses
Degeneracy shift of Fermi level: 0.00243 eV
Rough vacancy formation energy: 3.6 eV
Equilibrium vacancies: 2.59e+10 cm^-3
Their bound/free dopant ratio: 5.89e-09 (no unit)
Imposed excess vacancies: 1.0e+18 cm^-3
Depleted free dopants: 7.954e+18 cm^-3
Depleted p: 0.51162; finite-box p: 0.51169
```
